# Leading Finite-Size Correction for a Charged Defect in Silicon

## The problem

A defect of charge $q=+1$ is placed in a 64-atom cubic cell of silicon with side $L=10.86$ Å. The calculation repeats the cell periodically and adds a uniform background of charge density $-q/L^3$, which makes each cell neutral. The dielectric constant is $\varepsilon=11.7$. What must be added to the energy of this cell, to leading order in $1/L$, to obtain the energy of a single defect in an infinite crystal?

Hartree atomic units are used: lengths in bohr, energies in hartree, and a potential $1/r$ around a unit charge in vacuum. The cell holds $2\times2\times2$ conventional cells of eight atoms. The defects therefore form a simple cubic lattice of spacing $L=20.5224$ bohr, whatever the arrangement of the silicon atoms between them.

## A tempting solution

The defect has six nearest images, each at distance $L$ and of the same charge. Each pair repels with energy $q^2/(\varepsilon L)$. A pair is shared between two cells, so the spurious energy per cell is

$$
\frac12\times 6\times\frac{q^2}{\varepsilon L}=\frac{3q^2}{\varepsilon L}
=\frac{3}{11.7\times20.5224}=0.0125\ \text{hartree}.
$$

The periodic energy is then too high, and the correction is $-0.0125$ hartree. More distant images are farther away and are neglected.

## Where it fails

The neglected images are not negligible. The next shell has 12 images at distance $\sqrt2L$. In units of $q/(\varepsilon L)$ it adds $12/\sqrt2\approx8.5$ to the potential at the defect, more than the 6 of the first shell. For images out to a large radius $R$, the sum of $1/r$ is approximately

$$
\frac{1}{L^3}\int_0^R\frac{4\pi r^2}{r}\,dr=\frac{2\pi R^2}{L^3},
$$

which grows without limit. What keeps the energy finite is the background, and the tempting solution left it out.

A rough estimate shows what the background does. Replace each cubic cell by a sphere of equal volume, $4\pi R^3/3=L^3$, so that $R=0.620L$. The sphere holds a point charge $q$ at its centre and a uniform charge $-q$. It is neutral and spherical, so its field vanishes outside, and separate spheres would not interact. Inside, the potential of the background at the centre is $-3q/(2R)$, and the background repels itself with energy $3q^2/(5R)$. In vacuum, apart from the self-energy of the point charge,

$$
E_{\rm sphere}=-\frac{3q^2}{2R}+\frac{3q^2}{5R}=-\frac{9q^2}{10R}\approx-1.45\,\frac{q^2}{L}.
$$

The energy is negative: the attraction to the background wins. The periodic energy is too low, and the correction must be positive. The estimate is approximate because spheres cannot fill space exactly: on the cubic lattice they overlap in some places and leave gaps in others, so their combined background is not uniform.

## The right solution

**Energy in the medium.** Treat the host as a linear, isotropic, uniform medium, and let $\rho$ be the defect charge density, localized well inside the cell. If the charge is built up as $\lambda\rho$ with $\lambda$ rising from 0 to 1, the potential is $\lambda\phi$, and the work is

$$
E=\int_0^1 d\lambda\,\lambda\int\rho\,\phi\,d^3r=\frac12\int\rho\,\phi\,d^3r .
$$

Here $\phi$ is the vacuum potential divided by $\varepsilon$, so $\varepsilon$ enters the energy once.

In the periodic cell the total density is $\rho-q/L^3$. Since its integral is zero, adding a constant to $\phi$ does not change $E$. Choose the constant so that $\phi$ averages to zero over the cell. The background term, $-(q/2L^3)\int\phi\,d^3r$, then vanishes, and $E_{\rm per}=\frac12\int_{\rm cell}\rho\phi\,d^3r$. The background still acts through its contribution to $\phi$.

**The potential of the images and background.** Let $v(\mathbf r)$ be the vacuum potential of a lattice of unit point charges with its background, with zero average. Subtract the potential of the charge at the origin:

$$
w(\mathbf r)=v(\mathbf r)-\frac1r .
$$

Near the origin the only remaining source is the background of density $-1/L^3$, so Poisson's equation gives $\nabla^2w=4\pi/L^3$. Inversion symmetry removes odd powers of the coordinates, and cubic symmetry allows only $r^2$ at second order. With $\nabla^2r^2=6$, the coefficient of $r^2$ is $4\pi/(6L^3)$. Hence

$$
w(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).
$$

The constant term must scale as $1/L$, because $L$ is the only length in the lattice. This defines the dimensionless Madelung constant $\alpha$.

**The energy difference.** The isolated defect has the same energy expression with $1/r$ in place of $v$. Subtracting,

$$
E_{\rm per}-E_{\rm iso}=\frac{1}{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r' .
$$

The constant term of $w$ gives $-\alpha q^2/(2\varepsilon L)$, since each integral of $\rho$ is $q$. For the next term, write $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$. With $Q=\int\rho r^2d^3r$ and $\mathbf p=\int\rho\,\mathbf r\,d^3r$, the double integral of this expression is $2qQ-2p^2$. Its prefactor is $\frac{1}{2\varepsilon}\cdot\frac{2\pi}{3L^3}=\frac{\pi}{3\varepsilon L^3}$. Reversing the sign to obtain the correction,

$$
\Delta E=E_{\rm iso}-E_{\rm per}
=\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi(qQ-p^2)}{3\varepsilon L^3}+O(L^{-5}).
$$

The leading term depends on the total charge but not on its shape. It is the same for $q=+1$ and $q=-1$.

**The Madelung constant.** Set $L=1$. Replace each point charge by a Gaussian of unit charge, $(\kappa/\sqrt\pi)^3e^{-\kappa^2r^2}$, and add back the difference between point and Gaussian.

- The Gaussian lattice has Fourier components $e^{-G^2/4\kappa^2}$. Poisson's equation multiplies each by $4\pi/G^2$. The background cancels the $\mathbf G=0$ component, so this part has zero average.
- A point charge minus its Gaussian has the potential $\operatorname{erfc}(\kappa r)/r$. Summed over the lattice, its cell average is $4\pi\int_0^\infty r\operatorname{erfc}(\kappa r)\,dr=\pi/\kappa^2$, which must be subtracted to keep the average of $v$ at zero.
- At the origin, removing $1/r$ from the central term leaves $-\operatorname{erf}(\kappa r)/r\to-2\kappa/\sqrt\pi$.

Therefore

$$
-\alpha=\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\kappa^2}-\frac{\pi}{\kappa^2}
+\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\kappa R)}{R}-\frac{2\kappa}{\sqrt\pi}.
$$

The splitting is only a device, so $\kappa$ may be chosen freely. Take $\kappa=\sqrt\pi$. The two constants become $-1$ and $-2$. With $G=2\pi n$ and $R=n$, where $n=|\mathbf n|$ for integer vectors $\mathbf n$,

$$
\alpha=3-\sum_{\mathbf n\ne0}\left[\frac{e^{-\pi n^2}}{\pi n^2}+\frac{\operatorname{erfc}(\sqrt\pi\,n)}{n}\right].
$$

The 6 vectors with $n^2=1$ contribute $0.1557$ to the sum, the 12 with $n^2=2$ contribute $0.0069$, and the 8 with $n^2=3$ contribute $0.0001$. Thus $\alpha=3-0.1627=2.8373$. The numerical output gives $2.837297$, both from the Ewald formula and from a direct sum over neutral cubes. The potential of the direct sum has cell average $\pi/6$, which is subtracted to restore zero average, and the sum is extrapolated to infinite size. The sphere estimate corresponds to $\alpha\approx2.90$, about 2% above this value.

**The number asked for.** For $|q|=1$,

$$
\Delta E\approx\frac{2.837297}{2\times11.7\times20.5224}=0.005908\ \text{hartree}=0.1608\ \text{eV}.
$$

The answer is $+0.16$ eV, to be added to the cell energy. The tempting answer had the wrong sign and about twice the magnitude.

## Reading the result

Without screening the same expression would give 1.881 eV. The correction is inversely proportional to $\varepsilon$, so a dielectric constant 5% larger would lower it by about 5%, or 0.008 eV. For $|q|=2$ the factor $q^2$ raises it to 0.6431 eV.

Enlarging the cell helps slowly. The leading term is 0.1072 eV for 216 atoms and 0.0804 eV for 512 atoms: eight times as many atoms as in the original cell halve the error, because $L$ only doubles.

**How much is left after the correction?** Consider a model charge $q=1$ with a Gaussian density of standard deviation $\sigma=2$ bohr along each axis. It has $p=0$ and $Q=3\sigma^2q$, so the second term of $\Delta E$ is

$$
-\frac{2\pi\sigma^2q^2}{\varepsilon L^3}
=-\frac{2\pi\times4}{11.7\times20.5224^3}\approx-0.00025\ \text{hartree}\approx-0.007\ \text{eV}.
$$

The leading correction should therefore overshoot by about 0.007 eV. The computed energies, relative to the isolated model charge, show this:

| Atoms | Error before (eV) | Error after (eV) |
|---:|---:|---:|
| 64 | −0.1540 | 0.0068 |
| 216 | −0.1052 | 0.0020 |
| 512 | −0.0795 | 0.0008 |

The remaining error falls by about a factor of eight when $L$ doubles, as $L^{-3}$ requires. These figures describe a chosen Gaussian, not a particular defect in silicon.

A model with a dipole checks the other part of the second term. Put Gaussian charges $1.5$ and $-0.5$, each of width 1.5 bohr, a distance of 2 bohr apart, with the first at the origin. Then $q=1$, $p^2=(-0.5\times2)^2=1$, and $Q=-0.5\times2^2+3\times1.5^2=4.75$. The combination $qQ-p^2=3.75$ lowers the leading correction by about $0.00008$ hartree, to $0.00583$ hartree. The directly computed energy difference agrees at this precision.

**Which dielectric constant?** A crystal is not uniform on the atomic scale. At large distances, however, the field of the defect is governed by the macroscopic response, and the $1/L$ error comes from this long-range field. This was tested in a model medium whose local dielectric constant varies within each host cell. The medium is represented on a grid with four points along each side of the host cell, and the values below belong to this discrete model. The spatial average of the local constant is 12.000, while the macroscopic constant, found from the response to a uniform applied field, is 11.464. The value inferred from the $1/L$ part of the defect energy is 11.467. It follows the macroscopic constant, not the average. In an actual calculation the relevant constant is the macroscopic one of the method used, which may differ from the measured value. In a polar crystal with relaxed ions it also includes the screening by the lattice.

**When the correction is insufficient.** The derivation needs a charge localized well inside the cell. For a Gaussian with $\sigma=8$ bohr in the 64-atom cell, the correction needed is only 0.082 eV, half the leading term. A carrier in a shallow level has an orbit of radius about $\varepsilon/m^*$, which is 23 to 45 bohr for effective masses between 0.5 and 0.26, larger than this cell. If the added electron or hole spreads over the whole cell, the expansion of $w$ about the origin no longer describes its energy. The $L^{-3}$ term was derived for a prescribed charge in a uniform medium. In a real crystal the atomic-scale response near the defect can add further terms of the same order in $1/L$, so this term is neither a ready correction nor a reliable measure of the remaining error. Finally, a defect formation energy also contains $q$ times the Fermi level. That level must be referred to the potential of the bulk crystal, and this alignment is a separate step not included in the 0.16 eV.

## Computed results

```
Cell side: 10.86 angstrom = 20.5224 bohr
Conventional cells per side: 2
Conventional lattice constant: 5.43 angstrom
Dielectric constant: 11.7
Madelung constant, Ewald: 2.837297
Madelung constant, neutral cubes: 2.837297
Correction, |q|=1: 0.005908 hartree
Correction, |q|=1: 0.1608 eV
Correction without screening, |q|=1: 1.881 eV
Correction, |q|=2: 0.6431 eV
Gaussian model width: 2.0 bohr
Gaussian isolated energy: 0.012055 hartree
64 atoms, L = 10.86 angstrom:
  periodic Gaussian energy: 0.006396 hartree
  leading correction: 0.1608 eV
  model error before: -0.1540 eV; after: 0.0068 eV
216 atoms, L = 16.29 angstrom:
  periodic Gaussian energy: 0.008190 hartree
  leading correction: 0.1072 eV
  model error before: -0.1052 eV; after: 0.0020 eV
512 atoms, L = 21.72 angstrom:
  periodic Gaussian energy: 0.009132 hartree
  leading correction: 0.0804 eV
  model error before: -0.0795 eV; after: 0.0008 eV
Dipolar model, computed difference: 0.005831 hartree
Dipolar model, formula through L^-3: 0.005831 hartree
Nonuniform medium, average local constant: 12.000
Nonuniform medium, macroscopic constant: 11.464
Nonuniform medium, constant from 1/L energy: 11.467
```
